# Doubling a Large dc Bias: Thicker Sheath, Unchanged Ion Flux: verification in Python

```python
"""
Result under test: when the drop V0 across a planar collisionless dc sheath is
doubled at fixed edge density n_s and electron temperature Te, the ion flux
stays n_s*u_B and the sheath thickness tends to 2**(3/4) times its old value
for V0 >> Te.  Thickness law: s = (sqrt(2)/3)*lambda*(2*V0/Te)**(3/4).

Symbols (atomic units unless a name says otherwise):
  u_B = sqrt(Te/M) Bohm speed, M ion mass, lambda = sqrt(Te/(4 pi n_s)),
  eta = potential drop from the sheath edge divided by Te.
Finite-bias edge convention: the field equals Te/lambda there.
The full discharge model has cold fluid ions born at rest, Boltzmann electrons
and Poisson's equation from midplane to wall; it does not impose u = u_B.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
SPEED_AU = const.physical_constants["atomic unit of velocity"][0]

# Inputs: rough typical values for a low-pressure argon discharge
te_ev, ns_cm3, drop_v = 4.0, 3.0e10, 500.0
pressure_mtorr, gas_k, half_gap_mm = 1.0, 300.0, 50.0
ion_mass_u = 39.948
sigma_in_cm2 = 1.0e-14       # ion-neutral collisions, rough
sigma_ion_cm2 = 1.0e-16      # ionization by keV electrons, rough
sigma_peak_cm2 = 3.0e-16     # peak electron-impact ionization, rough
see_yield, pair_cost_ev = 0.1, 30.0
disc_radius_mm, area_ratio, ti_ev = 100.0, 0.1, 0.05

te = te_ev / HARTREE_EV
v0 = drop_v / HARTREE_EV
mass = ion_mass_u * const.atomic_mass / const.m_e - 1.0
ns = ns_cm3 * 1e6 * BOHR_M**3
u_bohm = math.sqrt(te / mass)
debye = math.sqrt(te / (4 * math.pi * ns))
debye_mm = debye * BOHR_M * 1e3
flux = ns * u_bohm


def child_thickness(drop):
    return math.sqrt(2) / 3 * debye * (2 * drop / te) ** 0.75


s1, s2 = child_thickness(v0), child_thickness(2 * v0)
s1_mm, s2_mm = (s * BOHR_M * 1e3 for s in (s1, s2))

# Unit check: Debye length evaluated independently in SI
debye_si = math.sqrt(const.epsilon_0 * te_ev / (const.e * ns_cm3 * 1e6))
assert abs(debye_si * 1e3 / debye_mm - 1) < 1e-6


def diode_potential(current, gap, scale):
    """Follow an ion from rest at zero field across the gap.  Gauss's law
    d(field)/dx = 4 pi J/v becomes d(field)/dt = 4 pi J along its path.
    State: position/gap, speed/speed_unit, field*gap/scale, drop/scale;
    time is in units of gap/speed_unit."""
    speed_unit = math.sqrt(2 * scale / mass)
    field_rate = 4 * math.pi * current * gap**2 / (speed_unit * scale)

    def rhs(t, y):
        position, speed, field, drop = y
        return [speed, field / 2, field_rate, field * speed]

    def arrival(t, y):
        return y[0] - 1
    arrival.terminal = True
    sol = solve_ivp(rhs, (0, 20), [0.0, 0.0, 0.0, 0.0], method="DOP853",
                    events=arrival, rtol=1e-10, atol=1e-12, max_step=0.1)
    return sol.y_events[0][0][3] * scale


# Same flux, thicker sheath; then same gap, larger flux
assert abs(diode_potential(flux, s1, v0) / v0 - 1) < 1e-6
assert abs(diode_potential(flux, s2, v0) / (2 * v0) - 1) < 1e-6
fixed_gap_factor = brentq(
    lambda f: diode_potential(f * flux, s1, v0) / (2 * v0) - 1, 1, 5,
    xtol=1e-8)
assert abs(fixed_gap_factor - 2**1.5) < 1e-5


def charge_integral(eta, mach):
    """Half the squared field, from direct integration of the net charge."""
    return quad(lambda t: (1 + 2 * t / mach**2) ** -0.5 - math.exp(-t),
                0, eta, epsabs=1e-12, limit=200)[0]


def field_squared(eta):
    return 2 * (math.sqrt(1 + 2 * eta) + math.exp(-eta) - 2)


# Slow ions give an impossible negative squared field; Bohm entry does not
assert charge_integral(0.1, 0.9) < 0
assert charge_integral(0.1, 1.0) > 0
assert charge_integral(0.1, 1.1) > 0
b1 = drop_v / te_ev
b2 = 2 * b1
assert abs(2 * charge_integral(b1, 1.0) / field_squared(b1) - 1) < 1e-7

eta_edge = brentq(lambda eta: field_squared(eta) - 1, 0.5, 10)


def full_thickness(eta_wall):
    """Thickness in Debye lengths from the point of field Te/lambda."""
    return quad(lambda y: math.exp(y) / math.sqrt(field_squared(math.exp(y))),
                math.log(eta_edge), math.log(eta_wall), limit=200)[0]


def poisson_thickness(eta_wall):
    """Same length from the second-order Poisson equation."""
    def rhs(x, y):
        return [y[1], (1 + 2 * y[0]) ** -0.5 - math.exp(-y[0])]

    def wall(x, y):
        return y[0] - eta_wall
    wall.terminal = True
    sol = solve_ivp(rhs, (0, 1000), [eta_edge, 1.0], method="DOP853",
                    events=wall, rtol=1e-10, atol=1e-12)
    return sol.t_events[0][0]


f1, f2 = full_thickness(b1), full_thickness(b2)
for bias, length in ((b1, f1), (b2, f2)):
    assert abs(poisson_thickness(bias) / length - 1) < 1e-6


def two_terms(bias):
    w = math.sqrt(2 * bias)
    return math.sqrt(2) / 3 * w**1.5 + math.sqrt(2) * math.sqrt(w)


added_two_terms = two_terms(b2) - two_terms(b1)
assert abs(added_two_terms / (f2 - f1) - 1) < 0.006
scan = {b: full_thickness(2 * b) / full_thickness(b)
        for b in (10.0, 100.0, 1e4, 1e6)}
assert abs(scan[1e4] - 2**0.75) < 0.02
assert abs(scan[1e6] - 2**0.75) < 0.002


def discharge(half_gap, bias):
    """Find the ionization rate that fits the gap; lengths use midplane
    density, flux is in units of midplane density times Bohm speed."""
    eta_wall = bias + math.log(2)
    neutral_length = math.pi / 2 - 1
    rate = neutral_length / (0.93 * half_gap)
    for _ in range(3):
        used_rate = rate
        u0 = 0.1
        x0 = (2 * math.atan(u0) - u0) / used_rate
        start = [math.log(1 + u0**2), 2 * u0 * used_rate / (1 - u0**2),
                 u0, u0 / (1 + u0**2)]

        def rhs(x, y):
            eta, field, u, j = y
            electrons = math.exp(-eta)
            source = used_rate * electrons
            return [field, j / u - electrons, field / u - source * u / j,
                    source]

        def sonic(x, y):
            return y[2] - 1

        def strong_field(x, y):
            return y[1] - math.sqrt(y[3])

        def wall(x, y):
            return y[0] - eta_wall
        wall.terminal = True
        sol = solve_ivp(rhs, (x0, 3 * half_gap), start, method="DOP853",
                        events=(sonic, strong_field, wall),
                        rtol=1e-8, atol=1e-10)
        x_wall = sol.t_events[2][0]
        offset = x_wall - neutral_length / used_rate
        rate = neutral_length / (half_gap - offset)
    assert abs(x_wall / half_gap - 1) < 1e-4
    return (sol.y_events[2][0][3], x_wall - sol.t_events[0][0],
            x_wall - sol.t_events[1][0])


mid_debye_mm = debye_mm / math.sqrt(2)
gap_scaled = half_gap_mm / mid_debye_mm
j1, bohm1, strong1 = discharge(gap_scaled, b1)
j2, bohm2, strong2 = discharge(gap_scaled, b2)
assert abs(j1 - 0.5) < 0.02
assert abs(j2 / j1 - 1) < 0.005
assert abs(strong1 * math.sqrt(j1) / f1 - 1) < 0.02
assert abs(strong2 * math.sqrt(j2) / f2 - 1) < 0.02
assert bohm2 / bohm1 > 1.3


# Grounded-wall drop from the current balance with a half-Maxwellian
def electron_flux(drop):
    vmin = math.sqrt(2 * drop)
    return quad(lambda v: v * math.exp(-v * v / (2 * te))
                / math.sqrt(2 * math.pi * te),
                vmin, vmin + 12 * math.sqrt(te), epsabs=1e-14)[0]


ground = brentq(lambda v: electron_flux(v) / (u_bohm * (1 + area_ratio)) - 1,
                0.1 * te, 12 * te)
ground_formula = te * math.log(math.sqrt(mass / (2 * math.pi))
                               / (1 + area_ratio))
assert abs(ground / ground_formula - 1) < 1e-5
ground_v = ground * HARTREE_EV
g1, g2 = (drop_v + ground_v) / te_ev, (2 * drop_v + ground_v) / te_ev
ground_ratio = full_thickness(g2) / full_thickness(g1)

# Engineering quantities and neglected effects
current_ma = const.e * ns_cm3 * u_bohm * SPEED_AU * 100 * 1e3
energy1, energy2 = drop_v + te_ev / 2, 2 * drop_v + te_ev / 2
field1, field2 = (math.sqrt(field_squared(b)) * te_ev / (debye_mm * 0.1) / 1e3
                  for b in (b1, b2))
assert abs(field2 / field1 - 2**0.25) < 0.08
gas_cm3 = pressure_mtorr * 1e-3 * const.torr / (const.k * gas_k) * 1e-6
mfp_mm = 10 / (gas_cm3 * sigma_in_cm2)
see_density = see_yield * u_bohm / math.sqrt(4 * v0)
see_sheath = see_yield * gas_cm3 * sigma_peak_cm2 * f2 * debye_mm / 10
see_cross = see_yield * gas_cm3 * sigma_ion_cm2 * 2 * half_gap_mm / 10
see_ceiling = see_yield * 2 * drop_v / pair_cost_ev
edge_growth = 2 * (f2 - f1) * debye_mm / disc_radius_mm
warm_shift = math.sqrt(1 + 3 * ti_ev / te_ev) - 1

print(f"Inputs: Te {te_ev:.1f} eV; edge density {ns_cm3:.1e} cm^-3")
print(f"Sheath drops: {drop_v:.0f} and {2*drop_v:.0f} V; V0/Te {b1:.0f}, {b2:.0f}")
print(f"Argon mass {ion_mass_u:.3f} u; {pressure_mtorr:.1f} mTorr; {gas_k:.0f} K")
print(f"Midplane to plate: {half_gap_mm:.0f} mm")
print(f"Debye length at edge: {debye_mm:.4f} mm")
print(f"Bohm speed: {u_bohm*SPEED_AU:.0f} m/s")
print(f"Ion current density, both drops: {current_ma:.3f} mA/cm2")
print(f"Child thickness: {s1_mm:.3f} -> {s2_mm:.3f} mm")
print(f"Same in angstrom: {s1_mm*1e7:.3e} -> {s2_mm*1e7:.3e}")
print(f"Child thickness ratio: {s2/s1:.4f}")
print(f"Flux factor if gap were fixed (ion transit): {fixed_gap_factor:.4f}")
print("Finite bias, edge at field Te/lambda:")
print(f"  eta at this edge: {eta_edge:.3f}")
print(f"  thickness: {f1*debye_mm:.3f} -> {f2*debye_mm:.3f} mm")
print(f"  thickness ratio: {f2/f1:.4f}")
print(f"  added thickness: {(f2-f1)*debye_mm:.3f} mm")
print(f"  added, two-term formula: {added_two_terms*debye_mm:.3f} mm")
print(f"  added, Child law: {s2_mm-s1_mm:.3f} mm")
for b, ratio in scan.items():
    print(f"  ratio on doubling from V0/Te = {b:.0e}: {ratio:.4f}")
print("Full discharge, fixed gap, midplane density and Te:")
print(f"  wall flux/(n0 u_B): {j1:.5f} -> {j2:.5f}")
print(f"  relative flux change: {100*(j2/j1-1):.4f} %")
print(f"  strong-field sheath: {strong1*mid_debye_mm:.3f} -> "
      f"{strong2*mid_debye_mm:.3f} mm")
print(f"  strong-field ratio: {strong2/strong1:.4f}")
print(f"  from Bohm point: {bohm1*mid_debye_mm:.3f} -> "
      f"{bohm2*mid_debye_mm:.3f} mm")
print(f"  Bohm-point ratio: {bohm2/bohm1:.4f}")
print(f"Ion impact energy: {energy1:.0f} -> {energy2:.0f} eV")
print(f"Ion power: {current_ma*energy1/1e3:.3f} -> "
      f"{current_ma*energy2/1e3:.3f} W/cm2")
print(f"Wall field: {field1:.3f} -> {field2:.3f} kV/cm")
print(f"Wall field ratio: {field2/field1:.4f}")
print(f"Biased/grounded area: {area_ratio:.2f}")
print(f"Grounded-wall sheath drop: {ground_v:.2f} V")
print(f"Ratio for bias to ground {drop_v:.0f} -> {2*drop_v:.0f} V: "
      f"{ground_ratio:.4f}")
print("Neglected effects (rough inputs, at doubled drop):")
print(f"  ion-neutral cross section: {sigma_in_cm2:.0e} cm2")
print(f"  ion mean free path: {mfp_mm:.1f} mm")
print(f"  sheath/mean free path: {f2*debye_mm/mfp_mm:.3f}")
print(f"  secondary yield: {see_yield:.2f} electrons per ion")
print(f"  ionization cross sections: peak {sigma_peak_cm2:.0e}, "
      f"keV {sigma_ion_cm2:.0e} cm2")
print(f"  secondary/edge electron density: {see_density:.1e}")
print(f"  new ions per ion, in sheath: {see_sheath:.1e}")
print(f"  new ions per ion, one plasma crossing: {see_cross:.1e}")
print(f"  energy cost per ion pair: {pair_cost_ev:.0f} eV")
print(f"  new ions per ion, full confinement ceiling: {see_ceiling:.2f}")
print(f"  disc radius: {disc_radius_mm:.0f} mm")
print(f"  added collecting area at disc edge: {100*edge_growth:.1f} %")
print(f"  ion temperature: {ti_ev:.2f} eV")
print(f"  Bohm speed shift from warm ions: {100*warm_shift:.1f} %")
print("PASS")
```

Output:

```
Inputs: Te 4.0 eV; edge density 3.0e+10 cm^-3
Sheath drops: 500 and 1000 V; V0/Te 125, 250
Argon mass 39.948 u; 1.0 mTorr; 300 K
Midplane to plate: 50 mm
Debye length at edge: 0.0858 mm
Bohm speed: 3108 m/s
Ion current density, both drops: 1.494 mA/cm2
Child thickness: 2.544 -> 4.279 mm
Same in angstrom: 2.544e+07 -> 4.279e+07
Child thickness ratio: 1.6818
Flux factor if gap were fixed (ion transit): 2.8284
Finite bias, edge at field Te/lambda:
  eta at this edge: 2.403
  thickness: 2.817 -> 4.649 mm
  thickness ratio: 1.6506
  added thickness: 1.832 mm
  added, two-term formula: 1.826 mm
  added, Child law: 1.735 mm
  ratio on doubling from V0/Te = 1e+01: 1.8397
  ratio on doubling from V0/Te = 1e+02: 1.6514
  ratio on doubling from V0/Te = 1e+04: 1.6734
  ratio on doubling from V0/Te = 1e+06: 1.6808
Full discharge, fixed gap, midplane density and Te:
  wall flux/(n0 u_B): 0.50491 -> 0.50506
  relative flux change: 0.0297 %
  strong-field sheath: 2.801 -> 4.623 mm
  strong-field ratio: 1.6504
  from Bohm point: 3.633 -> 5.447 mm
  Bohm-point ratio: 1.4995
Ion impact energy: 502 -> 1002 eV
Ion power: 0.750 -> 1.497 W/cm2
Wall field: 2.452 -> 2.975 kV/cm
Wall field ratio: 1.2134
Biased/grounded area: 0.10
Grounded-wall sheath drop: 18.33 V
Ratio for bias to ground 500 -> 1000 V: 1.6294
Neglected effects (rough inputs, at doubled drop):
  ion-neutral cross section: 1e-14 cm2
  ion mean free path: 31.1 mm
  sheath/mean free path: 0.150
  secondary yield: 0.10 electrons per ion
  ionization cross sections: peak 3e-16, keV 1e-16 cm2
  secondary/edge electron density: 1.7e-05
  new ions per ion, in sheath: 4.5e-04
  new ions per ion, one plasma crossing: 3.2e-03
  energy cost per ion pair: 30 eV
  new ions per ion, full confinement ceiling: 3.33
  disc radius: 100 mm
  added collecting area at disc edge: 3.7 %
  ion temperature: 0.05 eV
  Bohm speed shift from warm ions: 1.9 %
PASS
```
